Equivalence of optimised split-shell and 1s² + 2s² functions for helium

In the Hartree-Fock description of helium both electrons occupy the same 1s orbital, so finding one electron close to the nucleus does not change where the other is likely to be. Their repulsion favours an arrangement with one electron further in and the other further out. There are two simple ways to allow for this. One gives the electrons different orbitals, 1s and 1s', and symmetrises the product. The other keeps doubly occupied orbitals and mixes the configuration 2s² into 1s². The question is whether these are two approximations or one.

**Setting**

The nucleus is a fixed point charge Z = 2, relativity is neglected, and hartree atomic units are used. The Hamiltonian is

H = h(1) + h(2) + 1/r₁₂,  h = −½∇² − Z/r.

Orbitals are real s functions of free radial shape. The spin state is the singlet, so the spatial function is symmetric. In a product such as uv, the first factor refers to electron 1 and the second to electron 2. Integrals are written

h_fg = ⟨f|h|g⟩,  (fg|pq) = ∫∫ f(1)g(1) p(2)q(2)/r₁₂ dτ₁dτ₂.

A split-shell function is

Ψ = N(uv + vu),  ⟨u|u⟩ = ⟨v|v⟩ = 1,  ⟨u|v⟩ = S.

The overlap S is not constrained. Replacing u by −u changes only the sign of Ψ, so S ≥ 0 may be assumed. The case S = 1 means u = v, the closed-shell product.

A two-configuration function is

Ψ = c₁aa + c₂bb,  ⟨a|b⟩ = 0,  ⟨a|a⟩ = ⟨b|b⟩ = 1,  c₁² + c₂² = 1.

The overall sign is chosen so that c₁ ≥ 0. E_HF denotes the lowest energy of a closed-shell product aa. The minima named below are assumed to be attained.

**Theorem.** The lowest energy of the split-shell functions equals the lowest energy of the two-configuration functions, and a function that attains it in one form attains it in the other. At the minimum c₁ and c₂ have opposite signs.

The two sets of functions are not themselves identical, because a two-configuration function with coefficients of equal sign has no real split-shell form. The proof has to show that the minimum is not of that kind.

**Lemma 1 (change of form).** Every split-shell function is a two-configuration function with c₁c₂ ≤ 0, and every two-configuration function with c₁c₂ < 0 is a split-shell function. If c₁c₂ > 0, no real u and v exist.

Proof. Let 0 ≤ S < 1. Since ⟨u+v|u+v⟩ = 2 + 2S, ⟨u−v|u−v⟩ = 2 − 2S and ⟨u+v|u−v⟩ = 1 − S + S − 1 = 0, the orbitals

a = (u + v)/√(2+2S),  b = (u − v)/√(2−2S)

are orthonormal. Multiplying out,

(u+v)(u+v) − (u−v)(u−v) = 2(uv + vu),

because the terms uu and vv cancel. Therefore

uv + vu = ½[(2+2S)aa − (2−2S)bb] = (1+S)aa − (1−S)bb.

The squared norm of the right side is (1+S)² + (1−S)² = 2(1+S²), which gives

c₁ = (1+S)/√(2(1+S²)),  c₂ = −(1−S)/√(2(1+S²)).  (1)

No mixed term ab + ba appears. For S = 1 the function is aa, with c₂ = 0.

Conversely, let c₁ > 0 > c₂ and define

ũ = √c₁ a + √|c₂| b,  ṽ = √c₁ a − √|c₂| b.

In ũṽ + ṽũ the mixed terms cancel, leaving 2(c₁aa − |c₂|bb) = 2Ψ. Both orbitals have squared norm c₁ + |c₂|, and their overlap is c₁ − |c₂|. After normalisation,

S = (c₁ − |c₂|)/(c₁ + |c₂|).  (2)

Finally, let c₁c₂ > 0 and suppose that Ψ = N(uv + vu) with real u and v. The two-dimensional space spanned by a and b contains a nonzero g orthogonal to u. Integrating Ψ against g(1)g(2) gives 2N⟨g|u⟩⟨g|v⟩ = 0 from the split-shell form. The other form gives c₁⟨g|a⟩² + c₂⟨g|b⟩², which is positive. This is a contradiction. ∎

With complex orbitals the last case can be factorised, using √c₁ a ± i√c₂ b. These two orbitals have equal densities, so they do not describe an inner and an outer electron.

**Lemma 2 (sign of the mixing).** A two-configuration function with c₁c₂ ≥ 0 has energy E ≥ E_HF.

Proof. The diagonal elements of H are the energies of the closed-shell products,

H₁₁ = 2h_aa + (aa|aa),  H₂₂ = 2h_bb + (bb|bb).

In the element between aa and bb, each one-electron term carries a factor ⟨a|b⟩ = 0. What remains is

K = ∫∫ a(1)a(2) b(1)b(2)/r₁₂ dτ₁dτ₂ = (ab|ab).

The energy is therefore

E = c₁²H₁₁ + c₂²H₂₂ + 2c₁c₂K.  (3)

To find the sign of K, regard ρ = ab as a charge density with potential φ, where ∇²φ = −4πρ. Integration by parts gives

K = ∫ρφ dτ = (1/4π)∫|∇φ|² dτ ≥ 0.

K vanishes only if ρ does. For c₁c₂ ≥ 0 the last term of (3) is not negative. Since H₁₁ and H₂₂ are each at least E_HF and c₁² + c₂² = 1, E ≥ E_HF. ∎

**Lemma 3 (strict lowering).** The two-configuration minimum lies below E_HF.

Proof. Let a be the Hartree-Fock orbital, so that H₁₁ = E_HF, and let b be the normalised form of (r − ⟨r⟩)a, where ⟨r⟩ = ⟨a|r|a⟩. Then ⟨a|b⟩ ∝ ⟨r⟩ − ⟨r⟩ = 0, as required. The product ab is proportional to (r − ⟨r⟩)a², which is not identically zero, so K > 0. The lower eigenvalue of the 2×2 problem is

E = ½(H₁₁ + H₂₂) − √{[½(H₂₂ − H₁₁)]² + K²}.  (4)

Without K² the right side would be the smaller of H₁₁ and H₂₂, which here is H₁₁ = E_HF. With K² > 0 it is lower. ∎

**Proof of the theorem.** By Lemma 3 the two-configuration minimum is below E_HF. By Lemma 2 a function that attains it must have c₁c₂ < 0. By Lemma 1 this function is also a split-shell function, so the split-shell minimum is no higher. It cannot be lower either, since Lemma 1 places every split-shell function among the two-configuration functions. The minima are equal, and each minimising function belongs to both sets. ∎

**Remark 1: what the negative sign does.** Where a ≠ 0, write x(r) = b(r)/a(r). Then

Ψ = c₁ a(r₁)a(r₂) [1 − (|c₂|/c₁) x(r₁)x(r₂)].

Since b is orthogonal to a, x takes both signs. For small |c₂|/c₁ the amplitude is reduced when x has the same sign at both electrons, and enhanced when the signs differ. This is the radial correlation that the split shell expresses through an inner and an outer orbital. A positive c₂ would favour the opposite arrangement and, by (3), raise the energy.

**Remark 2: the energy in split-shell form.** For Φ = uv + vu the squared norm is 2 + 2S². The direct one-electron terms give 2(h_uu + h_vv). The two cross terms give 2S h_uv each, one factor S coming from the electron on which h does not act. The repulsion gives 2(J + K'), with J = (uu|vv) and K' = (uv|uv). Dividing by the norm,

E = [h_uu + h_vv + 2S h_uv + J + K']/(1 + S²).  (5)

For fixed normalised v, and u of any norm, numerator and denominator are both quadratic in u. The best u therefore solves a linear generalised eigenvalue problem,

A u = E B u,  B = 1 + |v⟩⟨v|,
A = h + h_vv + h|v⟩⟨v| + |v⟩⟨v|h + J_v + K_v,

where ⟨u|J_v|u⟩ = (uu|vv) and ⟨u|K_v|u⟩ = (uv|uv). Taking the lowest solution and then exchanging the roles of u and v cannot raise the energy at any step. A pair of orbitals that neither step changes is a stationary point, but not necessarily the global minimum.

**Helium**

The split-shell function was optimised by this alternating procedure, and the two-configuration function separately, by gradient minimisation over orthonormal a and b. Both used 16 radial Laguerre functions. Each gave −2.877997 hartree, or −78.3143 eV. The energies differ by about 2 × 10⁻¹⁴ hartree, and the norm of the difference between the two normalised wavefunctions is 1.5 × 10⁻⁸. Reducing the basis to 12 functions leaves the energy unchanged to eight decimals. An unrelated set of 20 Gaussians gives a value higher by 1.0 × 10⁻⁷ hartree.

The split-shell integrals, in hartree and with u the inner orbital, are

h_uu = −1.974032,  h_vv = −1.662750,  h_uv = −1.829963,
J = 0.952391,  K' = 0.799890,

and S = 0.878943. Then 2S h_uv = −3.216866, and (5) gives

E = (−1.974032 − 1.662750 − 3.216866 + 0.952391 + 0.799890)/1.772541
 = −5.101367/1.772541 = −2.877997 hartree.

For the two-configuration form H₁₁ = −2.861547, H₂₂ = 1.084943 and K = 0.255325 hartree, so (4) gives

E = −0.888302 − √(1.973245² + 0.255325²)
 = −0.888302 − 1.989695 = −2.877997 hartree.

The coefficients follow from the overlap through (1):

c₁ = 1.878943/1.882839 = 0.997931,
c₂ = −0.121057/1.882839 = −0.064295.

The separate optimisation gives the same values. Reversing the sign of c₂ raises the energy by 4c₁|c₂|K = 0.06553 hartree, to −2.812469 hartree. That lies above the Hartree-Fock energy of −2.861680 hartree, as Lemma 2 requires.

The mean radii of u and v are 0.687 and 1.219 bohr, on either side of the Hartree-Fock value of 0.927 bohr. This visible splitting corresponds to a weight c₂² of only 0.41 percent. The two facts agree because the orbitals √c₁ a ± √|c₂| b, each of squared norm c₁ + |c₂|, have mean radii that differ by

4√(c₁|c₂|) |⟨a|r|b⟩|/(c₁ + |c₂|).

For small |c₂| and fixed a and b this splitting goes as the square root of |c₂|, while the weight is quadratic. The departure of the overlap from one lies in between: by (2), 1 − S = 2|c₂|/(c₁ + |c₂|), which is linear in |c₂| to leading order.

The label 2s should not be read as an excited level of the atom. The mean radius of b is 1.262 bohr, comparable with that of v, and H₂₂ is positive: the product bb lies above the energy of a bare nucleus with both electrons removed to rest. By (3) the mixing lowers the energy only through K = (ab|ab), which requires b to be appreciable in the region where a is.

**Two limits**

When K is small compared with H₂₂ − H₁₁, expanding (4) and its eigenvector to leading order gives

c₂ ≈ −K/(H₂₂ − H₁₁),  E ≈ H₁₁ − K²/(H₂₂ − H₁₁).

For helium the first expression is −0.255325/3.946490 = −0.0647, within 1 percent of the full coefficient.

This limit is approached along the two-electron ions of growing Z. In the scaled coordinate Zr, h is proportional to Z² and the repulsion to Z. For orbitals of fixed scaled shape, K grows as Z and H₂₂ − H₁₁ as Z² at leading order. Hence c₂ and 1 − S fall as 1/Z, while the lowering K²/(H₂₂ − H₁₁) tends to a constant. The split shell closes, but its energy gain does not vanish.

In the opposite limit, S = 0, equation (1) gives c₁ = −c₂ = 1/√2. Requiring u and v to be orthogonal would thus force equal weights on aa and bb, far from the optimum found here. The freedom of the overlap is essential to the theorem.

**Where the equivalence fails**

Lemma 1 uses only sums and differences of orbitals, and Lemma 2 holds in a basis with E_HF read as the lowest closed-shell energy in that basis. The orbital b of Lemma 3 need not lie in the span, but the equality does not depend on it. If the two-configuration minimum has c₁c₂ < 0, Lemma 1 makes it a split-shell function. If it has c₁c₂ ≥ 0, Lemma 2 puts it at or above E_HF, which the split shell reaches with S = 1. In both cases the split-shell minimum is no higher, and by Lemma 1 it is no lower. The equality of the minima therefore survives in any basis of two or more functions, provided that all orbitals may range over its whole span. It can fail when each orbital must keep a prescribed form.

Let each orbital be a single exponential. The split-shell product then has its optimum at exponents 2.183 and 1.189 per bohr, with energy −2.875661 hartree. Two exponentials are both positive and cannot be orthogonal, so for the second form the condition ⟨a|b⟩ = 0 is dropped. A combination of two squared exponentials is then

f(s) = C₁e^(−αs) + C₂e^(−βs),  s = r₁ + r₂,

and its energy can be bounded for any f that depends on s alone. The angular average of 1/r₁₂ is 1/r_>, where r_> is the larger radius. At fixed s, integration over r₁ from 0 to s gives

∫ r₁²r₂² dr₁ = s⁵/30,
∫ r₁²r₂²(1/r₁ + 1/r₂) dr₁ = s∫ r₁r₂ dr₁ = s⁴/6,
∫ r₁²r₂²/r_> dr₁ = 2∫₀^(s/2) y²(s−y) dy = 5s⁴/96.

Each electron contributes ½f'² to the kinetic energy density, f'² in total. Multiplying numerator and denominator by 30,

E = ∫[f'²s⁵ − 5k f²s⁴]ds / ∫f²s⁵ds,  k = Z − 5/16.

Integration by parts gives ∫2k f f's⁵ds = −5k∫f²s⁴ds, so the numerator equals

∫(f' + kf)²s⁵ds − k²∫f²s⁵ds.

Hence E ≥ −k² = −(27/16)² = −2.847656 hartree, with equality for f = e^(−ks), a single squared exponential. The second square brings no gain at all. A search over a grid of exponent pairs agrees: its best value, −2.847653 hartree, lies just above the bound. Within this restricted family the two forms differ by 0.0280 hartree.

**What the energy leaves out**

The optimised function lies 0.016317 hartree below Hartree-Fock. Mixing all s configurations of the 16-function basis gives −2.879025 hartree, so the two-configuration function, with both of its orbitals optimised, recovers 94 percent of the lowering available from s orbitals in that basis. This full s value converges more slowly than the two-configuration energy: the limit for a complete s basis is −2.879029 hartree, lower by 4 × 10⁻⁶ hartree, which leaves the 94 percent unchanged. Angular correlation, which needs orbitals with l > 0, is absent from both forms, as are relativity and nuclear motion. The value −2.877997 hartree belongs to this one model. Both routes are local searches, so strictly it is an upper bound to the minimum, reached independently by either route; the numerical output lists the quantities used here.

Numbers as computed

```
nuclear charge Z = 2
radial Laguerre functions = 16, exponent = 2.2 1/bohr
Hartree-Fock energy = -2.86168000 hartree
split-shell energy = -2.87799681 hartree
two-configuration energy = -2.87799681 hartree
split-shell energy, six decimals = -2.877997 hartree
split-shell energy converted = -78.31428 eV
energy difference of the two forms = 2.3e-14 hartree
norm of wavefunction difference = 1.5e-08
split-shell energy, 12 functions = -2.87799681 hartree
split-shell energy, 20 Gaussians = -2.87799671 hartree
s-limit energy in this basis = -2.879025 hartree
lowering below Hartree-Fock = 0.016317 hartree
share of s-limit lowering = 94.1 percent
overlap S of u and v = 0.878943
c1 = 0.997931, c2 = -0.064295 (two-configuration optimisation)
c1 = 0.997931, c2 = -0.064295 (from overlap S)
weight of second configuration c2^2 = 0.004134
H11 = -2.861547 hartree
H22 = 1.084943 hartree
K = (ab|ab) = 0.255325 hartree
energy with sign of c2 flipped = -2.812469 hartree
h_uu = -1.974032 hartree (u inner)
h_vv = -1.662750 hartree (v outer)
h_uv = -1.829963 hartree
J_uv = (uu|vv) = 0.952391 hartree
K_uv = (uv|uv) = 0.799890 hartree
mean radius of inner orbital u = 0.68657 bohr
mean radius of outer orbital v = 1.21865 bohr
mean radius of Hartree-Fock 1s = 0.92727 bohr
mean radius of a (1s) = 0.93268 bohr
mean radius of b (2s) = 1.26201 bohr
single exponentials, inner exponent = 2.18317 1/bohr
single exponentials, outer exponent = 1.18853 1/bohr
single exponentials, split shell = -2.875661 hartree
two squared exponentials, grid best = -2.847653 hartree
grid-best exponents = 1.5, 1.7 1/bohr
```
